# Depth-one Anderson mixing in one dimension: the secant method and its order

**Question**

I am learning how self-consistent-field calculations are converged, and I wanted to understand Anderson mixing on the smallest possible problem before using it on a density. I took one unknown and the equation $x=\cos x$, and I keep one previous point in the history.

I was told that in this case Anderson mixing is the secant method, whatever the mixing parameter $\beta$, and that its order of convergence is 1.618. My experiments seem to contradict both claims:

1. Starting from $x_0=0$, I get $x_2=0.6851$ with $\beta=1$ but $x_2=0.8033$ with $\beta=0.5$. How can the method be independent of $\beta$?
2. In the run with $\beta=1$ I estimated the order as $\ln|e_{k+1}/e_k|\,/\,\ln|e_k/e_{k-1}|$, where $e_k$ is the error of $x_k$. The values were 1.51, 1.88, 1.48, 1.68, and soon afterwards I ran out of digits. Is that supposed to be 1.618?

Could someone show me why the two methods agree, where the number 1.618 comes from, and how to measure it properly?

**Answer**

Your numbers are right, and they are compatible with both claims once these are stated with their conditions. I first treat the step itself, then the errors, then the measurement. All quantities here are dimensionless.

**The Anderson step with one unknown**

Write the equation as $x=g(x)$ and define the residual

$$f(x)=g(x)-x ,$$

so that a solution $x^*$ satisfies $f(x^*)=0$. In a self-consistent-field calculation $x$ would be the input density, $g(x)$ the output density, and $f$ their difference. I abbreviate $f_k=f(x_k)$.

Depth-one Anderson mixing combines the two latest points with weights $1-\theta$ and $\theta$. The same combination of the residuals is

$$R(\theta)=(1-\theta)f_k+\theta f_{k-1}=f_k-\theta\,(f_k-f_{k-1}),$$

and $\theta$ is chosen to minimise $|R(\theta)|$. The new point is the combined point plus $\beta$ times the combined residual:

$$x_{k+1}=(1-\theta)x_k+\theta x_{k-1}+\beta R(\theta).$$

With one unknown, $R(\theta)$ is a number that depends linearly on $\theta$. If $f_k\neq f_{k-1}$, it passes through zero at one value of $\theta$, and no absolute value can be smaller than zero. The minimiser is therefore

$$\theta=\frac{f_k}{f_k-f_{k-1}},\qquad R(\theta)=0 .$$

The term $\beta R(\theta)$ vanishes for every real $\beta$. What remains is

$$x_{k+1}=x_k-\theta\,(x_k-x_{k-1})=x_k-f_k\,\frac{x_k-x_{k-1}}{f_k-f_{k-1}} .$$

To compare with the secant method, draw the straight line through $(x_{k-1},f_{k-1})$ and $(x_k,f_k)$ and ask where it crosses zero:

$$f_k+\frac{f_k-f_{k-1}}{x_k-x_{k-1}}\,(x-x_k)=0 .$$

Solving for $x$ gives the formula just found, so the two steps are identical. The parameter $\beta$ says how far to move along the residual that is left after the combination, and here nothing is left. If $f_k=f_{k-1}$, the line is horizontal and the secant step is undefined. Then $R(\theta)=f_k$ for every $\theta$, so the minimisation does not fix $\theta$ and the equivalence no longer applies; the choice $\theta=0$, for instance, gives the plain mixing step $x_k+\beta f_k$.

**Why you still saw a dependence on $\beta$**

The step needs two points, and you supplied one. The second came from a plain mixing step,

$$x_1=x_0+\beta f_0 ,$$

which does depend on $\beta$. With $x_0=0$ we have $f_0=\cos 0-0=1$, hence $x_1=\beta$. Your two runs were secant iterations with different starting pairs, $(0,1)$ and $(0,\,0.5)$. (With $\beta=0$ this start would give $x_1=x_0$, and the next step would be undefined.)

For $\beta=1$ the first accelerated step is

$$f_1=\cos 1-1=-0.45970,\qquad \theta=\frac{-0.45970}{-0.45970-1}=0.31493,$$

$$x_2=(1-0.31493)\cdot 1+0.31493\cdot 0=0.68507 .$$

The correct statement is therefore: *from the same two starting points*, the iterates do not depend on $\beta$. The numerical check tests this with $\beta=-2,\ 0.3,\ 1,\ 5$, all started from $(0,1)$. In 600-digit arithmetic the iterates differ from the secant iterates by less than $10^{-600}$.

**Do not carry this over to a real density**

With several unknowns, $f_k$ and $f_{k-1}$ are vectors. The combination $f_k-\theta(f_k-f_{k-1})$ can be made zero only if $f_k$ is a multiple of $f_k-f_{k-1}$. Otherwise a least residual $R_{\min}\neq0$ remains, and two values $\beta,\beta'$ give new points that differ by $(\beta-\beta')R_{\min}$.

For example, take the map $(x,y)\to(\cos y,\tfrac12\sin x)$ with starting points $(0,0)$ and $(1,0.5)$. The least residual has norm 0.0704. The new point is $(0.8880,\,0.4222)$ for $\beta=0.3$ and $(0.8915,\,0.3730)$ for $\beta=1$. These are $0.7\times0.0704=0.0493$ apart. The order 1.618 derived below is likewise a one-unknown result: continuing this two-component iteration with $\beta=0.3$, the error falls only linearly, by a factor of about 0.45 per step on average.

**How the error evolves**

Let $e_k=x_k-x^*$. Subtracting $x^*$ from both sides of the secant formula, and using $x_k-x_{k-1}=e_k-e_{k-1}$, gives

$$e_{k+1}=e_k-f_k\frac{e_k-e_{k-1}}{f_k-f_{k-1}}
=\frac{e_kf_k-e_kf_{k-1}-f_ke_k+f_ke_{k-1}}{f_k-f_{k-1}}
=\frac{e_{k-1}f_k-e_kf_{k-1}}{f_k-f_{k-1}} .$$

Since $f$ vanishes at $x^*$, a factor $x-x^*$ can be taken out of it. Integrating the derivative of $f(x^*+t(x-x^*))$ with respect to $t$ from 0 to 1 gives

$$f(x)=(x-x^*)\,h(x),\qquad h(x)=\int_0^1 f'\big(x^*+t(x-x^*)\big)\,dt .$$

So $f_k=e_k h(x_k)$ and $f_{k-1}=e_{k-1}h(x_{k-1})$. Inserting both produces a common factor $e_ke_{k-1}$:

$$e_{k+1}=C_k\,e_k\,e_{k-1},\qquad C_k=\frac{h(x_k)-h(x_{k-1})}{f_k-f_{k-1}} .$$

The new error is proportional to the product of the two previous ones. To find the size of $C_k$, apply the mean value theorem to numerator and denominator separately. The factor $x_k-x_{k-1}$ cancels, and

$$C_k=\frac{h'(\xi)}{f'(\eta)},\qquad h'(x)=\int_0^1 t\,f''\big(x^*+t(x-x^*)\big)\,dt ,$$

with $\xi$ and $\eta$ between $x_{k-1}$ and $x_k$. When both points approach $x^*$, the integral tends to $f''(x^*)\int_0^1t\,dt=f''(x^*)/2$, so

$$C_k\to C=\frac{f''(x^*)}{2f'(x^*)} .$$

This limit makes sense: the secant line misses the root because $f$ is curved, and for a straight line ($f''=0$) one step is enough.

For your map, $f'(x)=-\sin x-1$ and $f''(x)=-\cos x$. The two minus signs cancel, and $\cos x^*=x^*$, so

$$C=\frac{x^*}{2(1+\sin x^*)}=\frac{0.73909}{2\times1.67361}=0.2208 .$$

**Does the iteration converge?**

The limit of $C_k$ is useful only if the points do approach $x^*$. Suppose $x_0$ and $x_1$ are different from each other and from $x^*$, and both lie in the interval $[0,2x^*]=[0,\,1.478]$. This interval ends below $\pi/2$, so on it $\sin x\ge0$ and $0<\cos x\le1$. It follows that

$$f'\le-1,\qquad -\tfrac12\le h'<0,\qquad\text{hence}\qquad 0<C_k\le\tfrac12 .$$

Every point of the interval is within $x^*$ of the root, so $|e_{k-1}|\le x^*$ and

$$|e_{k+1}|\le\tfrac12|e_{k-1}|\,|e_k|\le\frac{x^*}{2}|e_k|\approx0.37\,|e_k| .$$

By induction, the iterates stay in the interval and their errors tend to zero. Three further facts follow:

- Since $C_k\neq0$, no error becomes zero after a finite number of steps.
- From $e_1$ onwards the errors strictly decrease in size, so successive points remain distinct.
- Since $f$ is strictly decreasing on the interval, $f_k\neq f_{k-1}$, and every step is defined.

Your own start $x_0=0$, $x_1=\beta$ is covered for $0<\beta\le2x^*$, apart from the accidental case $\beta=x^*$, which lands on the root at once.

**Where 1.618 comes from**

A sequence has order $p$ if $|e_{k+1}|/|e_k|^p$ tends to a finite, nonzero limit. A product of errors becomes a sum under the logarithm, so define

$$z_k=\ln\big(C|e_k|\big),\qquad \delta_k=\ln\frac{C_k}{C} .$$

Taking the logarithm of $C|e_{k+1}|=C\,C_k|e_k||e_{k-1}|=(C_k/C)\,(C|e_k|)(C|e_{k-1}|)$ gives

$$z_{k+1}=z_k+z_{k-1}+\delta_k,\qquad \delta_k\to0 .$$

Apart from $\delta_k$ this is the Fibonacci recursion. Its growth factor is the positive solution of $\varphi^2=\varphi+1$, namely $\varphi=(1+\sqrt5)/2=1.6180$. To show that $\varphi$ is the order, follow the deviation from pure growth, $d_k=z_{k+1}-\varphi z_k$. Inserting the recursion,

$$d_k=(1-\varphi)z_k+z_{k-1}+\delta_k .$$

Dividing $\varphi^2=\varphi+1$ by $\varphi$ gives $1-\varphi=-1/\varphi$. Therefore

$$d_k=-\frac1\varphi\big(z_k-\varphi z_{k-1}\big)+\delta_k=-\frac{d_{k-1}}{\varphi}+\delta_k .$$

Each step multiplies the old deviation by $-0.618$ and adds a term that tends to zero. To see that $d_k\to0$, pick any $\varepsilon>0$. From some index on, $|\delta_k|\le\varepsilon$, so $|d_k|\le|d_{k-1}|/\varphi+\varepsilon$. Repeating this inequality sums a geometric series, and $|d_k|$ ends up no larger than $\varepsilon/(1-1/\varphi)$ plus a part that decays to zero. Since $\varepsilon$ can be as small as we like, $d_k\to0$.

Now undo the logarithm. By definition of $d_k$,

$$\frac{C|e_{k+1}|}{(C|e_k|)^\varphi}=e^{d_k}\to1
\qquad\Longrightarrow\qquad
\frac{|e_{k+1}|}{|e_k|^\varphi}\to C^{\varphi-1}=0.3932 .$$

The limit is finite and nonzero, so the order is $\varphi$. The argument needs $f'(x^*)\neq0$ and $f''(x^*)\neq0$, since otherwise $C$ is undefined or zero. Both conditions hold for the cosine.

**How to measure it**

The obvious estimate, $\ln|e_{k+1}|/\ln|e_k|$, carries a bias that dies out only slowly, like $1/\ln|e_k|$. From $z_{k+1}=\varphi z_k+d_k$ and $z_k=\ln C+\ln|e_k|$,

$$\frac{\ln|e_{k+1}|}{\ln|e_k|}=\varphi+\frac{(\varphi-1)\ln C+d_k}{\ln|e_k|} .$$

The constant $\ln C$ disappears if you use differences of logarithms:

$$q_k=\frac{\ln|e_{k+1}/e_k|}{\ln|e_k/e_{k-1}|}=\frac{z_{k+1}-z_k}{z_k-z_{k-1}}=\varphi+\frac{d_k-d_{k-1}}{z_k-z_{k-1}} .$$

The last form follows from subtracting $z_k=\varphi z_{k-1}+d_{k-1}$ from $z_{k+1}=\varphi z_k+d_k$. The numerator of the correction tends to zero. The denominator tends to $-\infty$, because $|e_k/e_{k-1}|=C_{k-1}|e_{k-2}|\to0$. Hence $q_k\to\varphi$.

As an example, take $k=5$ in the run with $\beta=1$, where $e_4=3.423\times10^{-5}$, $e_5=-2.109\times10^{-8}$ and $e_6=-1.594\times10^{-13}$. The logarithms of their sizes are $-10.282$, $-17.675$ and $-29.467$. The two estimates are

$$\frac{-29.467}{-17.675}=1.667,\qquad q_5=\frac{-29.467+17.675}{-17.675+10.282}=1.595 .$$

The second is closer to 1.618, but it is still off by 0.023. The next error has size $7\times10^{-22}$, while double-precision numbers near 0.74 are spaced by about $10^{-16}$. That is why you ran out of digits. The remedy is to run the same iteration in 600-digit arithmetic:

| $k$ | $e_k$ | $q_k$ | $\lvert e_{k+1}\rvert/\lvert e_k\rvert^{\varphi}$ |
|---|---|---|---|
| 1 | $2.6\times10^{-1}$ | 1.5126 | 0.4749 |
| 2 | $-5.4\times10^{-2}$ | 1.8823 | 0.3132 |
| 3 | $-2.8\times10^{-3}$ | 1.4840 | 0.4661 |
| 4 | $3.4\times10^{-5}$ | 1.6803 | 0.3544 |
| 6 | $-1.6\times10^{-13}$ | 1.6268 | 0.3779 |
| 8 | $-2.6\times10^{-35}$ | 1.6193 | 0.3873 |
| 10 | $2.5\times10^{-92}$ | 1.61822 | 0.3909 |
| 12 | $-1.3\times10^{-241}$ | 1.61806 | 0.3923 |

The first four values of $q_k$ are the ones you found. They belong to the correct sequence, seen too early. At $k=12$ the estimate exceeds $\varphi=1.61803$ by $3\times10^{-5}$, and the last column is within 0.3% of its predicted limit 0.3932.

The scatter on both sides of 1.618 also has an explanation. Once $\delta_k$ is negligible, $d_k$ changes sign at each step and shrinks by the factor $1/\varphi$, while $z_k-z_{k-1}$ grows by a factor of about $\varphi$. The deviation $q_k-\varphi$ is therefore multiplied by about $-1/\varphi^2=-0.38$ per step. The program tests the underlying factor for $d_k$ and finds $-0.6180$ at the end of the run. With $\beta=1$ this regime sets in at about $k=5$. For your four values $\delta_k$ still matters ($\delta_1=0.24$, $\delta_2=-0.11$, $\delta_3=0.03$): the deviations alternate in sign, but their successive ratios are $-2.5$, $-0.51$ and $-0.46$.

With $\beta=0.2$ and $\beta=0.5$, each making its own $x_1$, the last estimates are 1.61800 and 1.61805. Within the range covered above, $0<\beta\le2x^*$ with $\beta\neq x^*$, the choice of $\beta$ changes the starting pair and hence the individual errors, but not the order.

**What the acceleration gains**

For the plain iteration $x_{k+1}=\cos x_k$, expanding about the root gives $e_{k+1}\approx-\sin(x^*)\,e_k=-0.674\,e_k$. This is linear convergence: each step removes the same fraction of the error. Starting from $x_0=0$, the error first falls below $10^{-12}$ at $k=68$. The Anderson run with $\beta=1$ gets there at $k=6$. If the previous residual is stored, each accelerated step also needs just one new evaluation of the cosine, so the comparison of step counts is a comparison of cost in function evaluations.

## Numbers as computed

```
root x_star = 0.739085133215
sin(x_star) = 0.67361203
golden ratio phi = 1.618033989
predicted C = 0.2208054
predicted C^(phi-1) = 0.39316576
first step: f_0 = 1.00000000, f_1 = -0.45969769
first step: theta = 0.31492664  x_2 = 0.6850733573
beta = -2: largest |Anderson - secant| = 2.8e-601
beta = 0.3: largest |Anderson - secant| = 1.4e-601
beta = 1: largest |Anderson - secant| = 1.4e-601
beta = 5: largest |Anderson - secant| = 2.8e-601
k, x_k, e_k:
 0  0.0              -0.73909
 1  1.0              0.26091
 2  0.685073357326   -0.054012
 3  0.736298997614   -0.0027861
 4  0.739119361912   3.4229e-5
 5  0.739085112127   -2.1088e-8
 6  0.739085133215   -1.5938e-13
 7  0.739085133215   7.421e-22
 8  0.739085133215   -2.6115e-35
 9  0.739085133215   -4.2792e-57
10  0.739085133215   2.4675e-92
11  0.739085133215   -2.3315e-149
12  0.739085133215   -1.2703e-241
13  0.739085133215   6.5395e-391
k, C_k, order estimate q_k, |e_(k+1)|/|e_k|^phi:
 1  0.2800884  1.5126426  0.4749121
 2  0.1977038  1.8822612  0.3132413
 3  0.2274572  1.4839863  0.4660833
 4  0.2211243  1.6802791  0.3544356
 5  0.2208014  1.5953369  0.4191825
 6  0.2208054  1.6268253  0.3779004
 7  0.2208054  1.6146941  0.4029070
 8  0.2208054  1.6193123  0.3872635
 9  0.2208054  1.6175461  0.3968585
10  0.2208054  1.6182204  0.3909007
11  0.2208054  1.6179628  0.3945722
12  0.2208054  1.6180612  0.3922991
last ratio d_k/d_(k-1) = -0.6180339887
C_k over pairs in [0, 2 x_star]: 0.0850 to 0.4676
own start, beta = 0.2: x_2 = 0.90936611, last q = 1.6180001, first k with |e_k|<1e-12: 7
own start, beta = 0.5: x_2 = 0.8033194, last q = 1.6180510, first k with |e_k|<1e-12: 6
own start, beta = 1.0: x_2 = 0.68507336, last q = 1.6180612, first k with |e_k|<1e-12: 6
plain iteration: error factor = -0.67361203  first k with |e_k|<1e-12: 68
map (x,y)->(cos y, sin(x)/2), starts (0,0) and (1,0.5):
  least residual norm = 0.070444
  new point, beta=0.3: 0.888002 0.422176
  new point, beta=1.0: 0.891475 0.372987
```
